# Exchange Energy and Self-Energy of the Two-Dimensional Electron Gas

**Setting.** Electrons move strictly in a plane of large area $A$, on a rigid, uniform neutralizing background. They repel each other through the bare interaction $1/r$. The gas is unpolarized and at zero temperature. It is treated in the Hartree-Fock approximation with plane-wave orbitals $\varphi_{\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}/\sqrt A$, filled for each spin up to the Fermi wave number $k_F$. The algebra uses atomic units; numbers are given in eV and angstrom. Throughout, $x=k/k_F$.

The exchange energy of the determinant is

$$E_x=-\frac12\sum_\sigma\sum_{\mathbf k,\mathbf k'}f_{\mathbf k\sigma}f_{\mathbf k'\sigma}\iint\frac{\varphi^*_{\mathbf k}(\mathbf r)\varphi_{\mathbf k'}(\mathbf r)\varphi^*_{\mathbf k'}(\mathbf r')\varphi_{\mathbf k}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r',$$

where $f$ is the occupation, 0 or 1. The exchange self-energy is $\Sigma(k)=\partial E_x/\partial f_{\mathbf k\sigma}$.

## Part (a)

**Question.** Write $\Sigma(k)$ as an integral over the Fermi disc.

**Answer.** The product of orbitals is $A^{-2}e^{-i(\mathbf k-\mathbf k')\cdot(\mathbf r-\mathbf r')}$. It depends on $\mathbf r-\mathbf r'$ alone, so one integration gives $A$ and the double integral equals $v(|\mathbf k-\mathbf k'|)/A$, where $v(q)$ is the Fourier transform of $1/r$. The factor $1/r$ cancels the $r$ of the area element. With a convergence factor $e^{-\eta r}$, $\eta\to0^+$,

$$v(q)=\int_0^{2\pi}\!d\theta\int_0^\infty\!dr\,e^{-\eta r-iqr\cos\theta}=\int_0^{2\pi}\frac{d\theta}{\eta+iq\cos\theta}=\int_0^{2\pi}\frac{\eta\,d\theta}{\eta^2+q^2\cos^2\theta}.$$

The imaginary part vanished because $\cos\theta$ changes sign under $\theta\to\theta+\pi$. Substituting $t=\tan\theta$ in one quadrant and multiplying by four,

$$v(q)=4\eta\int_0^\infty\frac{dt}{\eta^2+q^2+\eta^2t^2}=\frac{2\pi}{\sqrt{\eta^2+q^2}}\;\to\;\frac{2\pi}{q}.$$

In $\partial E_x/\partial f_{\mathbf k\sigma}$ each pair contributes twice, once from each factor $f$, which cancels the $\tfrac12$. For large $A$ the sum over $\mathbf k'$ becomes $A\int d^2k'/(2\pi)^2$; the singularity at $\mathbf k'=\mathbf k$ is integrable in two dimensions. Hence

$$\Sigma(k)=-\int_{k'<k_F}\frac{d^2k'}{(2\pi)^2}\,\frac{2\pi}{|\mathbf k-\mathbf k'|}=-\frac{1}{2\pi}\int_{k'<k_F}\frac{d^2k'}{|\mathbf k-\mathbf k'|}.$$

There is no factor 2 for spin, because exchange couples equal spins.

## Part (b)

**Question.** Evaluate $\Sigma(k)$ for $k\le k_F$ in terms of the complete elliptic integrals

$$E(m)=\int_0^{\pi/2}\!\sqrt{1-m\sin^2\varphi}\,d\varphi,\qquad K(m)=\int_0^{\pi/2}\!\frac{d\varphi}{\sqrt{1-m\sin^2\varphi}},$$

and give its values at $k=0$ and $k=k_F$. Note that the argument is the parameter $m$, not the modulus $\sqrt m$.

**Answer.** Put $\mathbf k'=\mathbf k+\mathbf q$ and use polar coordinates for $\mathbf q$, with $\theta$ measured from $\mathbf k$. Then $d^2k'/q=dq\,d\theta$: the singularity has gone, and the disc integral is the length of the ray lying inside the disc, integrated over its direction. The ray meets the circle where $|\mathbf k+\mathbf q|^2=k_F^2$, that is,

$$q^2+2kq\cos\theta+k^2-k_F^2=0,\qquad q_\pm=-k\cos\theta\pm\sqrt{k_F^2-k^2\sin^2\theta}.$$

For $k<k_F$ the product of the roots, $k^2-k_F^2$, is negative, so one root is positive and the length is $q_+$. The cosine integrates to zero over the full circle. The root takes the same values in all four quadrants, so

$$\int_0^{2\pi}q_+\,d\theta=4k_F\int_0^{\pi/2}\sqrt{1-x^2\sin^2\theta}\,d\theta=4k_FE(x^2).$$

Multiplying by $-1/(2\pi)$,

$$\Sigma(k)=-\frac{2k_F}{\pi}E(x^2),\qquad k\le k_F.$$

Since $E(0)=\pi/2$ and $E(1)=\int_0^{\pi/2}\cos\varphi\,d\varphi=1$, the values are $\Sigma(0)=-k_F$ and $\Sigma(k_F)=-2k_F/\pi$. The state at the centre is lowered most, because $-\Sigma$ is proportional to the average of $1/|\mathbf k-\mathbf k'|$ over the occupied disc, and that average, $E(x^2)$ up to a constant, is largest at $x=0$.

## Part (c)

**Question.** Find $\Sigma(k)$ for $k>k_F$. Check its limits at $k\to k_F$ and at large $k$.

**Answer.** The product of the roots is now positive. A ray meets the disc if the roots are real, $|\sin\theta|<1/x$, and positive, $\cos\theta<0$. With $\theta=\pi+\alpha$ the length inside is the chord $q_+-q_-=2\sqrt{k_F^2-k^2\sin^2\alpha}$. It is even in $\alpha$, so the disc integral is

$$I=4k_F\int_0^{\arcsin(1/x)}\sqrt{1-x^2\sin^2\alpha}\,d\alpha.$$

Substitute $x\sin\alpha=\sin\varphi$ and set $m=1/x^2$. The root becomes $\cos\varphi$, the upper limit becomes $\pi/2$, and $x\cos\alpha\,d\alpha=\cos\varphi\,d\varphi$ with $\cos\alpha=\sqrt{1-m\sin^2\varphi}$. Therefore

$$I=\frac{4k_F}{x}\int_0^{\pi/2}\frac{\cos^2\varphi\,d\varphi}{\sqrt{1-m\sin^2\varphi}}.$$

Now $m\cos^2\varphi=(1-m\sin^2\varphi)-(1-m)$. The first term yields $E(m)$, the second $(1-m)K(m)$. The prefactor is $4k_F/(xm)=4k_Fx$, and

$$\Sigma(k)=-\frac{2k_F}{\pi}\,x\left[E\!\left(\frac1{x^2}\right)-\left(1-\frac1{x^2}\right)K\!\left(\frac1{x^2}\right)\right],\qquad k>k_F.$$

As $x\to1$, $K$ grows only logarithmically (shown in part (f)), so $(1-m)K\to0$ and $\Sigma\to-2k_F/\pi$. The self-energy is continuous. For $k\gg k_F$ the distance $|\mathbf k-\mathbf k'|$ in part (a) can be replaced by $k$; the disc has area $\pi k_F^2$, so $\Sigma\to-k_F^2/(2k)$.

## Part (d)

**Question.** Find the exchange energy per electron $\varepsilon_x$, first in terms of $k_F$, then in terms of $r_s$, the radius of the disc that holds one electron on average. What changes if the gas is fully polarized at the same density?

**Answer.** $E_x$ is quadratic in the occupations, so $E_x=\frac12\sum_{\mathbf k\sigma}f_{\mathbf k\sigma}\Sigma(k)$; the $\tfrac12$ prevents double counting of pairs. The energy per electron is half the average of $\Sigma$ over the disc:

$$\varepsilon_x=\frac12\,\frac{1}{\pi k_F^2}\int_0^{k_F}\Sigma(k)\,2\pi k\,dk=\int_0^1x\,\Sigma\,dx=-\frac{2k_F}{\pi}\int_0^1xE(x^2)\,dx.$$

Insert the definition of $E$ and integrate over $x$ first:

$$\int_0^1x\sqrt{1-x^2\sin^2\varphi}\,dx=\left[-\frac{(1-x^2\sin^2\varphi)^{3/2}}{3\sin^2\varphi}\right]_0^1=\frac{1-\cos^3\varphi}{3\sin^2\varphi}.$$

With $c=\cos\varphi$, cancelling the common factor $1-c$ gives

$$\frac{1-c^3}{1-c^2}=\frac{1+c+c^2}{1+c}=c+\frac1{1+c}.$$

The integral of $c$ from 0 to $\pi/2$ is 1. That of $1/(1+c)$ is $[\tan(\varphi/2)]_0^{\pi/2}=1$. Thus $\int_0^1xE(x^2)\,dx=\frac13(1+1)=\frac23$, and

$$\varepsilon_x=-\frac{4k_F}{3\pi}.$$

Two spins fill the disc, so the density is $n=2\pi k_F^2/(2\pi)^2=k_F^2/(2\pi)$. By definition $n=1/(\pi r_s^2)$. Hence $k_F=\sqrt2/r_s$ and

$$\varepsilon_x=-\frac{4\sqrt2}{3\pi r_s}\approx-\frac{0.600}{r_s}\ \text{hartree},\qquad r_s\text{ in bohr}.$$

In a fully polarized gas one spin must hold all electrons, so its disc has twice the area and its radius is $\sqrt2\,k_F$. The average over the disc is otherwise unchanged, and $\varepsilon_x$ is multiplied by $\sqrt2$. The coefficient 0.600 therefore belongs to the unpolarized gas. It also relies on $v(q)=2\pi/q$; screening or a finite layer thickness changes $v(q)$ and with it the result.

## Part (e)

**Question.** Use the energy of part (d) to check $\Sigma(k_F)$.

**Answer.** Adding a few electrons at fixed area fills a thin ring at the edge of the disc. By the definition of $\Sigma$, the first-order change of $E_x$ is $\Sigma(k_F)$ per added electron. Per unit area this reads $\Sigma(k_F)=d(n\varepsilon_x)/dn$. Since $k_F\propto n^{1/2}$, $n\varepsilon_x\propto n^{3/2}$, and

$$\frac{d(n\varepsilon_x)}{dn}=\frac32\varepsilon_x=-\frac32\cdot\frac{4k_F}{3\pi}=-\frac{2k_F}{\pi},$$

in agreement with part (b).

## Part (f)

**Question.** How does $d\Sigma/dk$ behave as $k$ approaches $k_F$ from below? Identify the cause.

**Answer.** Differentiating under the integral sign,

$$\frac{dE}{dm}=-\frac12\int_0^{\pi/2}\frac{\sin^2\varphi\,d\varphi}{\sqrt{1-m\sin^2\varphi}}=\frac{1}{2m}\int_0^{\pi/2}\frac{(1-m\sin^2\varphi)-1}{\sqrt{1-m\sin^2\varphi}}\,d\varphi=\frac{E-K}{2m}.$$

With $m=x^2$, $dm/dx=2x$ and $d/dk=k_F^{-1}d/dx$,

$$\frac{d\Sigma}{dk}=-\frac2\pi\,2x\,\frac{E-K}{2x^2}=\frac2\pi\,\frac{K(x^2)-E(x^2)}{x}.$$

For $K$ near $m=1$, set $\psi=\pi/2-\varphi$ and $\eta^2=1-m$. The radicand is $\eta^2+m\sin^2\psi$, where $m$ may be set to 1 at leading order. Split the range at $\delta$ with $\eta\ll\delta\ll1$:

$$K\approx\int_0^\delta\frac{d\psi}{\sqrt{\eta^2+\psi^2}}+\int_\delta^{\pi/2}\frac{d\psi}{\sin\psi}\approx\ln\frac{2\delta}{\eta}+\ln\frac2\delta=\ln\frac4\eta.$$

Here $\eta^2=1-x^2\approx2(1-x)$, so $K\approx\frac12\ln[8/(1-x)]$, while $E\to1$. Therefore

$$\frac{d\Sigma}{dk}\approx\frac1\pi\left[\ln\frac{8}{1-x}-2\right].$$

The Hartree-Fock velocity $k+d\Sigma/dk$ diverges logarithmically at the Fermi edge. To see the cause, move the derivative in part (a) from $\mathbf k$ to $\mathbf k'$ and apply the divergence theorem (a small circle around $\mathbf k'=\mathbf k$ contributes nothing, by symmetry):

$$\frac{d\Sigma}{dk}=\frac{1}{(2\pi)^2}\oint v(|\mathbf k-\mathbf k'|)\,\hat{\mathbf n}\cdot\hat{\mathbf k}\,dl,$$

with $\hat{\mathbf n}$ the outward normal of the Fermi circle. If $v$ is bounded, this is finite. For $v=2\pi/q$, the nearest part of the circle, at distance $d=k_F-k$, contributes $\int dl/\sqrt{d^2+l^2}$, which grows as $2\ln(1/d)$. The divergence comes from the long-range, unscreened interaction at small $q$.

## Part (g)

**Question.** For a model gas with $n=0.1$ Å$^{-2}$ and the free-electron mass, find $\varepsilon_x$, the occupied band width without and with exchange, and the slope of $\Sigma$ near the Fermi edge.

**Answer.** The wave number is $k_F=\sqrt{2\pi\times0.1}=0.7927$ Å$^{-1}$. An atomic-unit energy proportional to $k_F$ is converted with 1 hartree bohr = 14.3996 eV Å, so $k_F$ corresponds to 11.414 eV. Then

$$\varepsilon_x=-\frac{4}{3\pi}\times11.414\ \text{eV}=-4.844\ \text{eV}.$$

In the other form, $r_s=3.3715$ bohr gives $-0.60021/3.3715=-0.1780$ hartree, the same energy.

The free band width $k_F^2/2$ is 2.394 eV. Exchange lowers the bottom by 11.414 eV and the edge by $(2/\pi)\times11.414=7.266$ eV, which adds $11.414-7.266=4.148$ eV. The Hartree-Fock width is 6.542 eV, about 2.7 times the free one. The added part relative to the free width is $2(1-2/\pi)/k_F$, so this widening matters less as the density rises.

The slope of $\Sigma$ is 21.56, 42.58 and 63.69 eV Å at $1-x=10^{-2}$, $10^{-4}$ and $10^{-6}$, compared with a free-electron slope of 6.04 eV Å at $k_F$. The law of part (f) predicts an increase of $14.3996\times\ln(100)/\pi=21.11$ eV Å per step. The increases found are 21.02 and 21.11 eV Å, approaching the law as the edge is neared.

These are Hartree-Fock values of a model; correlation, which includes screening, is left out. The unpolarized state is imposed, and at this density it is not the lowest Hartree-Fock state. Its kinetic energy per electron is $k_F^2/4=1/(2r_s^2)$. Full polarization doubles this and multiplies $\varepsilon_x$ by $\sqrt2$, so it lowers the total when $1/(2r_s)<(\sqrt2-1)\times0.600$, that is, for $r_s>2.01$ bohr. Here the totals per electron are $1.197-4.844=-3.647$ eV unpolarized and $2.394-6.851=-4.457$ eV fully polarized. This order belongs to the Hartree-Fock approximation and should not be read as a prediction for the real gas. Correlation lowers the unpolarized state more than the polarized one, and at this density it reverses the order already in the random-phase approximation. The numerical check computes the self-energy by direct integration over the disc and the energy in real space, both without elliptic integrals, and confirms the formulas.

## Computed results

```
Model gas: bare Coulomb interaction, free-electron mass
density n = 0.100 1/angstrom^2
Fermi wave number kF = 0.7927 1/angstrom
radius rs = 1.7841 angstrom
radius rs = 3.3715 bohr
hartree times bohr = 14.3996 eV angstrom
eps_x, formula = -4.8443 eV
eps_x, real-space integral = -4.8443 eV
eps_x, half disc average of Sigma = -4.8443 eV
eps_x, formula = -0.17802 hartree
eps_x times rs, formula = -0.60021 hartree bohr
eps_x times rs, real space = -0.60021 hartree bohr
integral of x E(x^2) from 0 to 1 = 0.666667 (no unit)
Self-energy: k/kF, definition (eV), elliptic formula (eV)
  0.0  -11.4141  -11.4141
  0.5  -10.6632  -10.6632
  1.0  -7.2664  -7.2664
  1.5  -4.0627  -4.0627
  2.0  -2.9523  -2.9523
d(n eps_x)/dn, real space = -7.2664 eV
polarized/unpolarized eps_x = 1.41421 (no unit)
occupied band width, free = 2.3939 eV
band width added by exchange = 4.1477 eV
occupied band width, Hartree-Fock = 6.5415 eV
free-electron slope at kF = 6.0401 eV angstrom
Slope of Sigma: 1 - k/kF, slope (eV angstrom)
  1e-02  21.5577
  1e-04  42.5821
  1e-06  63.6882
```
